# Harmonic polylogarithms to weight four on the whole real axis

## Two manipulations in their simplest form

Take $H(1;x)=\int_0^x dt/(1-t)=-\ln(1-x)$. Its power series $\sum_{n\ge1}x^n/n$ is excellent at small $x$, slow near $x=1$, and divergent for $x>1$. Now put $t=(1-x)/(1+x)$. Then $1-x=2t/(1+t)$, and

$$H(1;x)=-\ln2-\ln t+\ln(1+t).$$

This has a constant, an explicit logarithm, and a function with a rapidly convergent series near $x=1$. It also works beyond $x=1$. If $x$ means $x+i0$, then $dt/dx=-2/(1+x)^2<0$ puts $t$ at $t-i0$, so $\ln t=\ln|t|-i\pi$ for $t<0$. At $x=2$, $t=-1/3$ and the three terms add to $-\ln2+\ln3+i\pi+\ln(2/3)=i\pi$, which is $-\ln(-1-i0)$.

Another difficulty appears in $H(1,0;x)=\int_0^x\ln t\,dt/(1-t)$: a logarithm at $x=0$ prevents a Taylor series there. Integration by parts removes it:

$$H(1,0;x)=\ln x\,H(1;x)-H(0,1;x).$$

The scheme below extends these two manipulations to every function with letters $-1,0,1$ and at most four indices. Such functions occur in loop integrals; if $x=s/m^2$, for example, the Feynman prescription $s+i0$ selects the side of the cut used here.

The definitions are

$$f_0=\frac1x,\qquad f_1=\frac1{1-x},\qquad f_{-1}=\frac1{1+x},$$
$$H(a,w;x)=\int_0^x f_a(s)H(w;s)\,ds,\qquad H(0_n;x)=\frac{\ln^n x}{n!},$$

where $0_n$ is a string of $n$ zeros. The empty word has $H=1$. The number of letters is the weight, so there are $3+9+27+81=120$ functions.

## Removing the logarithm at the origin

Let $p*q$ be the sum of all interleavings of words $p$ and $q$ that preserve the order within each. Then $H(p;x)H(q;x)=H(p*q;x)$, with $H$ extended linearly to sums. To see this, differentiate a product:

$$\frac{d}{dx}[H(a,p)H(b,q)]=f_aH(p)H(b,q)+f_bH(a,p)H(q).$$

This is the recursion for interleavings, sorted by their first letter. By induction the two sides differ by a constant. That constant is zero: near $x=0$ every nonempty $H$ is a sum of terms $x^i\ln^jx$ with $i,j\ge0$ and no constant term ($i=j=0$), and a product of such sums has no constant term either.

Consider $u\,b\,0_k$ with $b\ne0$, and write $L=\ln x$. The required identity is

$$H(u\,b\,0_k)=\sum_{j=0}^k(-1)^j\frac{L^{k-j}}{(k-j)!}\,H\big((u*0_j)\,b\big).$$

For the proof, expand the product of $L^{k-j}/(k-j)!=H(0_{k-j})$ with the last factor, and let $i$ zeros land behind $b$. Since $0_j*0_m=\binom{j+m}{j}0_{j+m}$, the coefficient of $H((u*0_{k-i})\,b\,0_i)$ is

$$\sum_{j=0}^{k-i}(-1)^j\binom{k-i}{j}=(1-1)^{k-i}.$$

It vanishes unless $i=k$, where it is 1, leaving the left side. With

$$R(u\,b\,0_j)=(-1)^jH((u*0_j)\,b),\qquad R(0_n)=0\ (n>0),\qquad R(\emptyset)=1,$$

the result for every word is

$$H(w;x)=\sum_{w=v0_k}R(v;x)\frac{\ln^kx}{k!}.$$

The functions in $R$ have no trailing zero and are analytic at the origin.

For example,
$$H(1,-1,0)=\ln x\,H(1,-1)-H(0,1,-1)-H(1,0,-1).$$
The following results are computed from unrounded terms, so the last digit can differ from that given by the printed factors. At $x=0.3$ the logarithmic piece is $-1.203973\times0.051594=-0.062117$. The regular piece is $-(0.024498+0.054018)=-0.078517$. Their sum is $-0.140634$.

## One variable for two cuts

The remaining series in $x$ have singularities at $x=\pm1$. The variable $-\ln(1-x)$ sends $x=1$ to infinity, but $x=-1$ lands at $-\ln2$. At $x=\sqrt2-1$ the convergence ratio for a word with both cuts would be $-\ln(2-\sqrt2)/\ln2\approx0.77$, worse than the plain ratio $0.41$. One could first separate functions by cut. A variable that removes both points makes this unnecessary.

Let $t$ be the argument of the series and set $t=\tanh(y/2)$, so $y=\ln[(1+t)/(1-t)]$. Since $dt=\tfrac12(1-t^2)dy$,

$$\frac{dt}{1\mp t}=\frac{1\pm\tanh(y/2)}2\,dy,\qquad
\frac{dt}{t}=\frac{1-t^2}{2t}\,dy=\frac{dy}{\sinh y}.$$

The last step uses $2\sinh(y/2)\cosh(y/2)=\sinh y$. Both $t=\pm1$ are now at $y=\pm\infty$. The nearest singularities of the forms, apart from the harmless pole of $1/\sinh y$ at zero, are $y=\pm i\pi$.

The coefficients follow from $\tfrac y2\coth\tfrac y2=\sum_{n\ge0}B_{2n}y^{2n}/(2n)!$, where $B_{2n}$ are Bernoulli numbers, and from

$$\frac1{\sinh y}=\coth\frac y2-\coth y,\qquad
\tanh\frac y2=2\coth y-\coth\frac y2.$$

Replacing $y$ by $2y$ in the first series gives $y\coth y=\sum4^nB_{2n}y^{2n}/(2n)!$. Hence

$$\frac y{\sinh y}=1+\sum_{n\ge1}\frac{(2-4^n)B_{2n}}{(2n)!}y^{2n},$$
$$\frac y2\Big(1\pm\tanh\frac y2\Big)=\frac y2\pm\sum_{n\ge1}\frac{(4^n-1)B_{2n}}{(2n)!}y^{2n}.$$

Call the coefficients of these series $q^{(a)}_j$, with the upper sign for $a=1$. If $H(w)=\sum c_n(w)y^n$, multiplying $dH(a,w)/dy$ by $y$ and comparing powers gives

$$c_n(a,w)=\frac1n\sum_{j=0}^nq^{(a)}_j\,c_{n-j}(w),\qquad n\ge1.$$

The recursion starts from the empty word, $c_0=1$, with a nonzero first-added letter. The logarithm multiplying $R$ remains $\ln t$, not $\ln y$.

At $t=\sqrt2-1$, $y=\ln(1+\sqrt2)=0.8814$, and the ratio is $y/\pi=0.281$. For the words without a trailing zero, the order beyond which every absolute series tail is below $10^{-16}$ falls from 40 in $t$ to 28 in $y$. The sums of interleavings in $R$ need one order more in $y$.

## A truncation bound

Bernoulli numbers alternate in sign. Taking absolute values of the coefficients therefore changes $1/\sinh y$ into $1/\sin y$ and replaces $\tanh(y/2)$ by $\tan(y/2)$, with plus signs for both nonzero letters. Let $M_w(\rho)$ be the resulting majorant of $\sum|c_n(w)|\rho^n$, for $0<\rho<\pi$.

An added nonzero letter multiplies the bound by at most

$$\Lambda=\int_0^\rho\frac{1+\tan(s/2)}2ds=\frac\rho2-\ln\cos\frac\rho2,$$

because $M_w$ increases. For an added zero, $M_w(s)/s$ also increases, so

$$\int_0^\rho\frac{M_w(s)}{\sin s}ds\le M_w(\rho)\,\frac1\rho\int_0^\rho\frac{s}{\sin s}ds.$$

At $\rho=3$ the last factor is $2.818$, below $\Lambda=4.149$. Thus $M_w(\rho)\le\Lambda^m$ at weight $m$. For $n>N$ and $|y|\le\rho$, $(|y|/\rho)^n\le(|y|/\rho)^{N+1}$, and

$$\sum_{n>N}|c_n||y|^n\le\Lambda^m\left(\frac{|y|}\rho\right)^{N+1}.$$

With $N=40$, the weight-four bound at the largest series argument is $4.6\times10^{-20}$. An $R$ function with trailing zeros contains at most three interleavings up to weight four, so its bound is multiplied by at most three.

## Reaching the rest of the axis

The map $t=(1-x)/(1+x)$ has the fixed point $x_*=\sqrt2-1$, from $x^2+2x-1=0$. This suggests three regions for positive $x$:

- $0\le x\le x_*$: use $t=x$.
- $x_*<x<1/x_*=\sqrt2+1$: use $t=(1-x)/(1+x)$, for which $y=-\ln x$.
- $x\ge1/x_*$: use $t=1/x$.

In each case $|t|\le x_*$. The forms transform linearly. In the middle region, differentiate

$$\ln x=\ln(1-t)-\ln(1+t),\qquad \ln(1+x)=\ln2-\ln(1+t),$$

and the formula for $-\ln(1-x)$ in the opening section. With $f_a\to\cdots$ meaning $f_a(x)dx=(\cdots)dt$,

$$f_0\to-f_1-f_{-1},\qquad f_1\to-f_0+f_{-1},\qquad f_{-1}\to-f_{-1}.$$

For $x=1/t$, the derivatives of $\ln x=-\ln t$, of $\ln(1+x)=\ln(1+t)-\ln t$, and of $-\ln(1-x)=\ln t-\ln(1-t)+\text{constant}$ give

$$f_0\to-f_0,\qquad f_1\to f_0+f_1,\qquad f_{-1}\to-f_0+f_{-1}.$$

Let $G(u;t)$ be $H(u;t)$ with every letter replaced by its linear combination. Then

$$H(w;x)=\sum_{w=uv}G(u;t)\,C(v),$$

where the sum cuts $w$ at every position and $C(\emptyset)=1$. The proof is by weight. Differentiating the right side for a word $(a,w)$ removes the first letter of each nonempty $u$ and leaves the transformed form times the same sum for $w$. This is the equation obeyed by $H(a,w;x(t))$. The two sides can differ by a constant, which fixes $C(a,w)$.

The constants need no table. Where two expansions meet, the function is known from one side, and

$$C(w)=H(w;x)-\sum_{w=uv,\ u\ne\emptyset}G(u;t)\,C(v)$$

determines them in order of weight. At $x=t=x_*$ the first case reads
$$C(1)=-\ln(1-x_*)+\ln x_*-\ln(1+x_*)=-2\ln(1+x_*)=-\ln2,$$
because $x_*=(1-x_*)/(1+x_*)$. A second matching at $x=1/x_*$ gives the constants for large $x$. The matching is done once in high precision.

For negative $x$, put $z=-x$. Then $f_0\to f_0$, $f_1\to-f_{-1}$ and $f_{-1}\to-f_1$. The point $x+i0$ corresponds to $z-i0$. Since the forms are real on the real axis, the values there are complex conjugates of those at $z+i0$. Also $\ln x=\ln z+i\pi$. The same composition rule applies, with constants $(i\pi)^n/n!$ for $0_n$ and zero for any word containing a nonzero letter, because such a function vanishes as $z\to0$.

## A weight-four function near the threshold

Take $w=(1,0,-1,1)$ and $x=0.95$. Then $t=0.05/1.95=0.025641$, $y=-\ln0.95=0.051293$ and $\ln t=-3.663562$. The five cuts of the word give:

| $u$ | $G(u;t)$ | $C(v)$ | product |
|---|---:|---:|---:|
| $\emptyset$ | 1.000000 | −0.548233 | −0.548233 |
| $1$ | 3.688879 | 0.243070 | 0.896657 |
| $1,0$ | 0.050639 | 0.582241 | 0.029484 |
| $1,0,-1$ | −0.000321 | −0.693147 | 0.000223 |
| $w$ | −0.001825 | 1.000000 | −0.001825 |

The sum is $H(w;0.95)=0.376306$.

The table also gives the threshold behaviour. The second entry is $G(1;t)=-\ln t+\ln(1+t)=\ln[2/(1-x)]$, and the later $G$ functions vanish as $t\to0$. To see why, note that the second letter of $w$ maps to $-f_1-f_{-1}$, which has no pole at $t=0$; a factor of $t$ then suppresses any logarithms. Therefore

$$H(w;x)\to-0.548233+0.243070\,\ln\frac2{1-x}\qquad(x\to1).$$

At $1-x=10^{-6}$ this gives $2.97839$, in agreement with the full value. Above threshold the logarithm acquires $+i\pi$, so the imaginary part starts at $0.243070\,\pi=0.7636$. The computed value at $x=1.05$ is $0.7627$.

Two other limits show the range of behaviour. At small $x$, successive leading integrations give $x$, $x^2/2$, $x^2/4$ and finally $H(w;x)\simeq x^3/12$. At $x=0.2$ this is $6.7\times10^{-4}$, against the full $7.6\times10^{-4}$. At large $x$, the signs of the $f_0$ terms in the inversion rules multiply to $+1$, so the leading term is $\ln^4x/24$. At $x=20$ it equals $3.36$, but the full real part is $-5.13$. Lower powers of the logarithm, with their constants, still decide even the sign there.

## What accuracy means near $x=1$

The series becomes easier as $x\to1$, because $y=-\ln x\to0$. For $1-x=10^{-2}$, $10^{-6}$ and $10^{-10}$, the orders needed for tails below $10^{-16}$ are 6, 2 and 1. The divergence is in $\ln t$, which is evaluated directly.

The input is the weak point. Double-precision numbers just below one are spaced by $\varepsilon/2$, with $\varepsilon=2.2\times10^{-16}$. Storing $x$ can therefore shift it by $\varepsilon/4$ and change $\delta=1-x$ relatively by as much as $\varepsilon/(4\delta)$. Later subtraction cannot restore the lost digits.

The effect is amplified by powers of logarithms. Repeated integration gives $H(1,1,1,1;x)=\ell^4/24$ with $\ell=-\ln\delta$. A relative change $\eta$ in $\delta$ changes this by about $\ell^3|\eta|/6$. At $\delta=10^{-10}$ the factor is about 2035, and $|\eta|$ can reach $5.6\times10^{-7}$, so an absolute error up to about $10^{-3}$ is possible.

The remedy is to pass $\delta$ separately and form $t=\delta/(2-\delta)$. The largest absolute errors over all 120 functions are:

| $\delta$ | $\delta$ supplied | $\delta$ recovered from $x$ |
|---:|---:|---:|
| $10^{-2}$ | $1.8\times10^{-15}$ | $1.1\times10^{-14}$ |
| $10^{-6}$ | $2.3\times10^{-13}$ | $1.3\times10^{-8}$ |
| $10^{-10}$ | $1.8\times10^{-12}$ | $1.7\times10^{-4}$ |

The middle column still grows in absolute terms. This is consistent with ordinary rounding of large values: $H(1,1,1,1)$ is about $1.2\times10^4$ at the last point, where adjacent double-precision numbers differ by $1.8\times10^{-12}$. The remedy requires that the calculation producing $x$ can supply $\delta$ accurately. If only a rounded $x$ exists, the information is absent.

At $x=1$ itself, convergent functions have the limit $C(w)$. This includes $H(1,0;1)=-\zeta(2)$: its apparent logarithm multiplies $C(0)=0$. For a divergent function, dropping $\ln t$ leaves a regularised constant, not a value. It depends on the chosen logarithm: $H(1;x)$ leaves $-\ln2$ when $\ln t$ is dropped, but zero when $\ln(1-x)$ is dropped. The same distinction applies at $x=-1$ and at $x=0$.

## Error estimates and independent tests

Every final value is linear in the functions $R$. A bound on their truncation errors can therefore be carried through the logarithms, letter substitutions and constants by replacing all factors with their absolute values. This part is a bound in exact arithmetic, given the constants. For rounding, $16\varepsilon$ times the sum of absolute contributions is added. That is a first-order allowance, not a proof by interval arithmetic, and it assumes that the supplied input is exact.

The floating-point results were tested against a higher-precision evaluation at 42 arguments. The largest error was 17% of its estimate. Since both evaluations share the same formulas, this tests rounding and truncation but not the derivation.

The derivation was tested separately by integrating the defining equations for all 120 functions along a path in the upper half plane. This used no interleavings, argument maps or Bernoulli series. At 18 arguments, covering every region and both sides of $x=\pm1$, the largest difference was $3.2\times10^{-15}$ relative to the larger of one and the function's magnitude. These results and further values are in the numerical output.

The recursion and composition rule hold at higher weight, but the number of words grows as $3^m$, and the shuffle factor of three must be replaced by the appropriate binomial coefficient. A new letter is a more serious change. Its singularity may lie inside $|y|<\pi$, and the three maps need not send its form to the existing set. The convergence ratio, the bound and the division of the axis would then have to be derived again.

## Numbers as computed

```
All quantities are dimensionless; cut values are at x+i0
number of functions = 120
switch t = 0.414213562373, y = 0.881373587020
convergence ratio y/pi = 0.280550
order for tail < 1e-16: plain 40, Bernoulli 28
bound: rho = 3.0, Lambda = 4.148784, order N = 40
mean of s/sin(s) on [0,rho] = 2.818423
weight-4 tail bound at switch = 4.584e-20
largest tail/bound = 1.630e-02
largest scaled difference from definition = 3.224e-15
largest tested constant error = 2.051e-36
rounding factor = 16, epsilon = 2.220e-16
largest error/estimate = 1.703e-01
shuffle example H(1,-1,0;x), x = 0.3, ln x = -1.203972804326
H(0,1,-1) = 0.02449817971905
H(1,0,-1) = 0.05401837115410
H(1,-1) = 0.05159364646308
regular = -0.07851655087315, log part = -0.06211734721756
H(1,-1,0) = -0.14063389809071
composition H(1, 0, -1, 1), x = 0.95: t = 0.02564102564103
y = 0.05129329438755, ln t = -3.66356164612965
k=0: G = 1.00000000000000, C = -0.54823313473442, GC = -0.54823313473442
k=1: G = 3.68887945411394, C = 0.24307035167006, GC = 0.89665722617994
k=2: G = 0.05063929246450, C = 0.58224052646501, GC = 0.02948424830434
k=3: G = -0.00032144981117, C = -0.69314718055995, GC = 0.00022281203031
k=4: G = -0.00182475553132, C = 1.00000000000000, GC = -0.00182475553132
sum = 0.37630639624885
H(1,0,-1,1;x): x, real part, imaginary part, error estimate
 -7.50  0.529574408320  3.459695878340 8.32e-14
 -0.70 -0.022733015700  0.000000000000 1.03e-15
  0.20  0.000763142106  0.000000000000 2.81e-18
  0.95  0.376306396249  0.000000000000 5.25e-15
  1.05  0.318145436515  0.762672761942 6.28e-15
  2.00 -1.035884821542  0.509085354075 9.07e-15
 20.00 -5.134695253499 -10.119643881872 1.83e-13
near 1: 1-x, H(1,0,-1,1), series order for tail < 1e-16
then largest error over all words: gap supplied / x rounded
1e-02 0.745384761419 6
  errors: 1.78e-15 / 1.07e-14
1e-06 2.978391986268 2
  errors: 2.27e-13 / 1.26e-08
1e-10 5.217152077305 1
  errors: 1.82e-12 / 1.68e-04
```
